# The Specularity Factor in the Ultrathin Fuchs–Sondheimer Resistivity

## Definitions and conventions

A metal film occupies $0<z<d$ and carries current along $x$, in its plane. The metal has a spherical Fermi surface, one relaxation time $\tau$ and one bulk mean free path $\lambda=v\tau$, with $v$ the Fermi speed. Its bulk conductivity is $\sigma_b=1/\rho_b$. Both surfaces reflect a fraction $p$ of the electrons specularly and the rest diffusely, with $0\le p<1$ independent of angle. Further symbols are

- $k=d/\lambda$, the reduced thickness;
- $u=|\cos\theta|$, with $\theta$ the angle between velocity and film normal;
- $s=k/u$, the length $d/u$ of one crossing in units of $\lambda$;
- $\sigma_p$ and $\rho_p=1/\sigma_p$, the film values at specularity $p$, so that $\rho_0$ belongs to the fully diffuse film;
- $\gamma$, Euler's constant, about $0.577$.

The claim concerns films of equal $d$, $\lambda$ and $\rho_b$:

$$\frac{\rho_p}{\rho_0}\to\frac{1-p}{1+p}\qquad (k\to0,\ p<1\ \text{fixed}).$$

**Transport equation.** For electrons of charge $-e$ in a field $E$ along $x$, the linearized Boltzmann equation is

$$v_z\,\partial_z\delta f+\frac{\delta f}{\tau}=eEv_x\frac{\partial f_0}{\partial\varepsilon}.$$

Write $\delta f=eE\tau v_x(\partial f_0/\partial\varepsilon)\,g$. Then $g$ is the effective path in units of $\lambda$, and deep in a bulk metal $g=1$. Since $v_z\tau=\pm u\lambda$, upward and downward movers obey

$$\pm u\lambda\,\frac{dg_\pm}{dz}+g_\pm=1 .$$

Specular reflection keeps $v_x$. Diffuse reflection sends electrons out with no memory of $v_x$, so it adds nothing to $g$. Hence $g_+(0)=p\,g_-(0)$ and $g_-(d)=p\,g_+(d)$.

The current is proportional to the average of $v_x^2g$. Averaging $v_x^2$ over azimuth gives a weight proportional to $1-u^2$, and $\int_0^1(1-u^2)\,du=2/3$. With $F_p(s)$ the average of $g_+$ and $g_-$ over the thickness,

$$\frac{\sigma_p}{\sigma_b}=\frac32\int_0^1(1-u^2)\,F_p(k/u)\,du. \tag{1}$$

## The simple case: fully diffuse surfaces

For $p=0$ the upward movers start with $g_+(0)=0$, so $g_+=1-e^{-z/(u\lambda)}$. The downward movers are the mirror image and have the same average:

$$F_0(s)=1-\frac{1-e^{-s}}{s}. \tag{2}$$

For $s\gg1$ this tends to the bulk value 1. For $s\ll1$ it tends to $s/2$: an electron found at a random depth has, on average, travelled half a crossing since its last surface.

Insert (2) in (1) and substitute $t=1/u$, $du\to dt/t^2$. With $E_n(k)=\int_1^\infty t^{-n}e^{-kt}dt$,

$$\frac{\sigma_0}{\sigma_b}=1-\frac{3}{2k}\int_1^\infty\left(\frac1{t^3}-\frac1{t^5}\right)(1-e^{-kt})\,dt
=1-\frac{3}{2k}\left[\frac14-E_3(k)+E_5(k)\right].$$

For small $k$, start from $E_1=\ell+k+O(k^2)$ with $\ell=\ln(1/k)-\gamma$, and use $nE_{n+1}=e^{-k}-kE_n$ repeatedly. Up to errors that vanish faster than $k^2$,

$$\begin{aligned}
E_2&=1-k(1+\ell)-\tfrac12k^2,\\
E_3&=\tfrac12-k+k^2\left(\tfrac34+\tfrac12\ell\right),\\
E_4&=\tfrac13-\tfrac12k+\tfrac12k^2,\\
E_5&=\tfrac14-\tfrac13k+\tfrac14k^2 .
\end{aligned}$$

The constants cancel in the bracket, which becomes $\tfrac23k-\tfrac12k^2(1+\ell)$. Multiplication by $3/(2k)$ gives $1-\tfrac34k(1+\ell)$, and therefore

$$\frac{\sigma_0}{\sigma_b}=\frac{3k}{4}\left[\ln\frac1k+1-\gamma\right]+O(k^2). \tag{3}$$

The logarithm has a simple origin. For $k\ll u\ll1$ the integrand of (1) is $\tfrac32\cdot k/(2u)$, and $\int du/u$ between $k$ and 1 is $\ln(1/k)$. Grazing electrons supply it, because their crossings are long.

## Generalization to partial specularity

The general solutions are $g_+=1-Ae^{-z/(u\lambda)}$ and $g_-=1-Be^{-(d-z)/(u\lambda)}$. The surface conditions read

$$1-A=p(1-Be^{-s}),\qquad 1-B=p(1-Ae^{-s}).$$

Their difference is $(B-A)(1+pe^{-s})=0$, so $A=B=(1-p)/(1-pe^{-s})$. Averaging over depth gives

$$F_p(s)=1-\frac{(1-p)(1-e^{-s})}{s\,(1-pe^{-s})}. \tag{4}$$

At $p=0$ this is (2), and for $p\to1$ at fixed $s$ it gives the bulk value 1.

Now take $s\to0$ at fixed $p<1$. Use $(1-e^{-s})/s=1-s/2+\dots$ and $1-pe^{-s}=(1-p)\left[1+ps/(1-p)+\dots\right]$:

$$F_p(s)\simeq1-\left(1-\frac s2\right)\left(1-\frac{ps}{1-p}\right)\simeq s\left[\frac12+\frac p{1-p}\right]=\frac s2\,\frac{1+p}{1-p}. \tag{5}$$

The expansion requires $s\ll1-p$.

Path counting gives the same result. With negligible bulk scattering, an electron first travels $d/(2u)$ on average to a surface. It survives $m$ reflections specularly with probability $p^m$, and each survival adds a full crossing $d/u$. The mean path is

$$\frac du\left(\frac12+p+p^2+\dots\right)=\frac du\left(\frac12+\frac p{1-p}\right).$$

If every flight had the same mean length, including the first, the path would scale as $1/(1-p)$ and the resistivity as $1-p$. But the first flight is only half a crossing. Fully diffuse surfaces leave just that half, while specular reflections add whole crossings. This is the source of the numerator $1+p$ in (5).

A numerical solution of the transport equation at $s=10^{-4}$ gives mean paths of $0.500$, $1.500$ and $4.498$ in units of $d/u$, for $p=0$, $0.5$ and $0.8$. Equation (5) gives $0.5$, $1.5$ and $4.5$.

## From one angle to the whole film

Equation (5) fails for $u\lesssim k/(1-p)$, so it cannot be integrated down to $u=0$. An exact rewriting of (4) handles all angles together. With $q=e^{-s}$, expand the denominator:

$$\frac{1-q}{1-pq}=1-(1-p)\sum_{n\ge1}p^{n-1}q^n=(1-p)\sum_{n\ge1}p^{n-1}(1-q^n).$$

The second equality uses $(1-p)\sum p^{n-1}=1$. By (2), $(1-e^{-ns})/s=n[1-F_0(ns)]$. Since also $(1-p)^2\sum np^{n-1}=1$, the constants cancel in (4), leaving

$$F_p(s)=(1-p)^2\sum_{n\ge1}np^{n-1}F_0(ns). \tag{6}$$

Integration over $u$ gives the same relation for the conductivities:

$$\sigma_p(k)=(1-p)^2\sum_{n\ge1}np^{n-1}\sigma_0(nk). \tag{7}$$

A partly specular film is thus a weighted average of diffuse films of thickness $nd$. At $k=0.5$ and $p=0.5$, the numerical solution of the transport equation and the sum (7) both give $\sigma_p/\sigma_b=0.712201$.

Insert (3) into (7). Differentiating $\sum np^n=p/(1-p)^2$ yields

$$\sum_{n\ge1}n^2p^{n-1}=\frac{1+p}{(1-p)^3}.$$

Hence

$$\frac{\sigma_p}{\sigma_b}=\frac{3k}{4}\,\frac{1+p}{1-p}\left[\ln\frac1k+1-\gamma-L(p)\right]+O(k^2),\quad
L(p)=\frac{\sum n^2p^{n-1}\ln n}{\sum n^2p^{n-1}}. \tag{8}$$

Using (3) even for terms with $nk>1$ is harmless. There $\sigma_0/\sigma_b\le1$, and the expression (3) grows no faster than $(nk)^2$, so the error is below a constant times $(nk)^2$ for every $n$. The weighted sum of these errors converges for $p<1$ and is of order $k^2/(1-p)^2$. Relative to the prefactor $k/(1-p)$ this is $k/(1-p)$, so (8) requires $k\ll1-p$.

Dividing (3) by (8), with $\Lambda=\ln(1/k)+1-\gamma$, gives

$$\frac{\rho_p}{\rho_0}\simeq\frac{1-p}{1+p}\,\frac{\Lambda}{\Lambda-L(p)}\to\frac{1-p}{1+p}. \tag{9}$$

The leading resistivity itself is

$$\frac{\rho_p}{\rho_b}\simeq\frac43\,\frac{1-p}{1+p}\,\frac1{k\ln(1/k)}.$$

As a numerical test, the slope of $\sigma_p/k$ against $\ln(1/k)$, taken between $k=10^{-6}$ and $10^{-5}$, removes the constant in the bracket. The diffuse slope divided by the slope at $p$ is $0.6667$, $0.3333$, $0.1111$ and $0.0526$ for $p=0.2$, $0.5$, $0.8$ and $0.9$. These are the values of $(1-p)/(1+p)$.

**Nearly specular surfaces.** Let $\epsilon=1-p\ll1$ and $\kappa=k/\epsilon$, with $k\ll\epsilon$. For small $s$, (4) becomes $F_p\simeq s/(s+\epsilon)=\kappa/(\kappa+u)$. This also serves at larger $s$, where both forms are close to 1. Then

$$\frac{\sigma_p}{\sigma_b}\simeq\frac{3\kappa}{2}\int_0^1\frac{1-u^2}{\kappa+u}\,du\simeq\frac{3k}{2(1-p)}\left[\ln\frac{1-p}{k}-\frac12\right].$$

The prefactor agrees with (8), since $1+p\to2$. The logarithm now contains $k/(1-p)$, and the formula holds only for $k\ll1-p$. For $\sigma_p/\sigma_b$ the order of the limits matters: $k\to0$ at fixed $p<1$ gives 0, while $p\to1$ at fixed $k$ gives 1.

## How the limit is approached

The correction in (9) falls only as $L/\Lambda$. For $p=0.5$, where $L=1.296$ and the limit is $0.3333$, quadrature of (1) gives:

| $k$ | $\rho_p/\rho_0$ |
|---|---|
| $1$ | 0.825 |
| $10^{-1}$ | 0.558 |
| $10^{-2}$ | 0.446 |
| $10^{-4}$ | 0.385 |
| $10^{-8}$ | 0.358 |

Even the last value is 7% above the limit. The approach is from above, and this can be proved at any thickness. Write $F_0(s)=1-\int_0^1e^{-sx}dx$. Its second derivative is negative and $F_0(0)=0$, so $F_0(ns)\le nF_0(s)$. Equation (6) then gives

$$F_p(s)\le(1-p)^2\sum_{n\ge1}n^2p^{n-1}F_0(s)=\frac{1+p}{1-p}F_0(s),$$

and after integration $\rho_p/\rho_0\ge(1-p)/(1+p)$.

## The opposite limit, where $1-p$ belongs

In a thick film, $k\gg1$, every crossing is long and $e^{-s}$ is negligible. Then $F_p\simeq1-(1-p)u/k$. Since $\int_0^1(1-u^2)u\,du=1/4$,

$$\frac{\sigma_p}{\sigma_b}\simeq1-\frac{3(1-p)}{8k},\qquad \frac{\rho_p}{\rho_b}-1\simeq\frac{3(1-p)}{8k}.$$

Bulk scattering erases the memory of one surface before the next is reached, so a single loss probability enters. At $k=200$ the excess multiplied by $8k/3$ is $1.0019$, $0.5005$ and $0.2001$ for $p=0$, $0.5$ and $0.8$.

The factor $1-p$ therefore describes the excess over bulk in thick films. The ratio of total resistivities tends to 1 there. On its way down to $(1-p)/(1+p)$ it passes through $1-p$ at $k=0.096$, $0.041$ and $0.0075$ for $p=0.2$, $0.5$ and $0.8$. Such a crossing does not make $1-p$ a limiting law.

## A 5 nm cobalt film

Take hcp cobalt with rough room-temperature values $\rho_b=6\ \mu\Omega\,$cm and $\lambda=10$ nm, and let $d=5$ nm and $p=0.5$. Then $k=0.5$ and

$$\rho_p=\frac{6}{0.7122}=8.4\ \mu\Omega\,\text{cm}.$$

The diffuse film has $11.5\ \mu\Omega\,$cm, so the ratio is $0.73$. This film is not ultrathin in the sense of (8), whose bracket is $0.693+0.423-1.296=-0.18$. A negative bracket means that the expansion is unusable here. At fixed $d$ and $\lambda$, raising $p$ from 0 to 0.5 lowers the model resistivity by 27%, not by the 67% of the limit. With $\lambda=10$ nm, the crossing at $k=0.041$ would need $d=0.4$ nm, an atomic scale at which a classical film has lost its meaning.

An idealized cold, clean film enters the thin regime. Keep $\rho_b\lambda$ fixed and set $\lambda=1000$ nm, so $\rho_b=0.060\ \mu\Omega\,$cm and $k=0.005$. The bracket is $5.298+0.423-1.296=4.425$, and

$$\rho_p\simeq\frac43\cdot\frac{0.060}{0.005}\cdot\frac13\cdot\frac1{4.425}=1.205\ \mu\Omega\,\text{cm}.$$

Quadrature gives $1.201$. The diffuse film has $2.8\ \mu\Omega\,$cm, and the ratio is $0.43$, below $1-p$ but still well above $1/3$.

## What a real film changes

The warm $\rho_b$ and $\lambda$ are rough bulk values for cobalt, and $p=0.5$ is an assumption. Cobalt interconnect films are usually polycrystalline, so grain boundaries scatter as well. The cold path of $1\ \mu$m is far from typical and presupposes a nearly perfect crystal. For grains of size $D=d$ with boundary reflection $R=0.3$, the Mayadas–Shatzkes model without surfaces gives

$$\frac{\sigma}{\sigma_b}=3\int_0^1\frac{w^3\,dw}{w+\alpha},\qquad \alpha=\frac{\lambda}{D}\frac{R}{1-R},$$

where $w$ is the absolute cosine of the angle to the current. The excess over bulk is $7.1\ \mu\Omega\,$cm warm and $6.9$ cold. In the film without grains, the surface excess at $p=0.5$ is only $2.4$ and $1.1\ \mu\Omega\,$cm. With grains and surfaces combined in the same model, $\rho_p/\rho_0$ is $0.84$ warm and $0.76$ cold. Raising $p$ from 0 to 0.5 still lowers the total by about $2.9\ \mu\Omega\,$cm, but $p$ could not be read from the total resistivity by (9).

**Discrete subbands.** Combining $\sigma_b=ne^2\tau/m$, $n=k_F^3/(3\pi^2)$ and $\tau=m\lambda/(\hbar k_F)$ gives $k_F^2=3\pi^2\hbar/(e^2\rho_b\lambda)$. The effective free-electron value is $k_F=14.2\ \text{nm}^{-1}$; it is not a band-structure result for cobalt. Standing waves allow $u_n=n\pi/(k_Fd)$, which means 22 subbands, the lowest at $u=0.044$. Replacing the integral (1) by a sum over them, at fixed $k_F$ and with the same scattering, raises $\rho_p$ to $8.8\ \mu\Omega\,$cm warm and $1.8$ cold. At fixed $k_F$ the subbands hold about 3% fewer carriers than the bulk density, which accounts for most of the warm rise. In the cold film the cutoff lies well above $u=k$ and removes much of the grazing contribution. The cold ratio becomes $0.35$: all remaining angles have $s\le0.005/0.044\simeq0.11$, so (5) applies approximately to each. With this cutoff fixed, the limit is reached without a logarithmic delay in this model. The sum assumes sharp subbands and is only a rough estimate. In the warm film the bulk broadening $\hbar/\tau$ is 2.4 times the spacing of the two lowest subbands, so these are not resolved. Fully diffuse surfaces, which enter the ratio through $\rho_0$, support no standing waves at all.

**Angle-dependent specularity.** Let $p(u)=e^{-4k_F^2h^2u^2}$, with roughness $h=0.044$ nm chosen so that the flux average $\int_0^12u\,p(u)\,du$ remains $0.5$. This $h$ is only a matching device, far below one atomic step of about $0.2$ nm. At $h=0.2$ nm the flux average is $0.03$, and (1) gives $10.7\ \mu\Omega\,$cm warm and $0.6$ cold. With the continuous integral (1), without subbands, the resistivity falls from $8.4$ to $7.5\ \mu\Omega\,$cm warm and from $1.2$ to $0.24\ \mu\Omega\,$cm cold, the latter a factor of five. Grazing electrons now reflect almost specularly, and they carry much of the thin-film current. The factor $(1-p)/(1+p)$ therefore belongs to a constant $p$; an average specularity cannot simply be put in its place.

**Unequal paths.** Two spin channels with paths of 0.5 and 1.5 times the mean, at unchanged bulk resistivity, give $8.8$ and $1.24\ \mu\Omega\,$cm. A path 30% longer at the same $\rho_b$, a crude allowance for hcp anisotropy, gives $9.1$ and $1.5\ \mu\Omega\,$cm. Warm and cold, these shifts are smaller than the grain-boundary excess and smaller than the effect of angle-dependent specularity. The second ordering depends on the sizes assumed. In the warm film, spin paths of 0.2 and 1.8 times the mean add $1.2\ \mu\Omega\,$cm and a path 50% longer adds $1.1$, both more than the $1.0$ removed by angle dependence. The full figures are in the numerical output.

## Values computed for the example and the checks

```
sigma/bulk, k=0.5 p=0.5, Boltzmann: 0.712201
sigma/bulk, k=0.5 p=0.5, image sum: 0.712201
ballistic mean path/(d/u), p=0.0: 0.500
ballistic mean path/(d/u), p=0.5: 1.500
ballistic mean path/(d/u), p=0.8: 4.498
limit of rho_p/rho_0 from log slope, p=0.2: 0.6667
limit of rho_p/rho_0 from log slope, p=0.5: 0.3333
limit of rho_p/rho_0 from log slope, p=0.8: 0.1111
limit of rho_p/rho_0 from log slope, p=0.9: 0.0526
thick film, excess*8k/3 at k=200, p=0.0: 1.0019
thick film, excess*8k/3 at k=200, p=0.5: 0.5005
thick film, excess*8k/3 at k=200, p=0.8: 0.2001
L(0.5) = 1.2959
rho_p/rho_0, p=0.5, k=1e+00: 0.8248
rho_p/rho_0, p=0.5, k=1e-01: 0.5580
rho_p/rho_0, p=0.5, k=1e-02: 0.4463; two-term 0.4491
rho_p/rho_0, p=0.5, k=1e-03: 0.4048; two-term 0.4049
rho_p/rho_0, p=0.5, k=1e-04: 0.3851; two-term 0.3851
rho_p/rho_0, p=0.5, k=1e-08: 0.3579; two-term 0.3579
k where rho_p/rho_0 = 1-p, p=0.2: 0.0960
k where rho_p/rho_0 = 1-p, p=0.5: 0.0408
k where rho_p/rho_0 = 1-p, p=0.8: 0.0075
film thickness = 5.0 nm, p = 0.5
effective Fermi wavevector = 14.24 1/nm
occupied subbands = 22
smallest subband cosine = 0.0441
matching rms roughness = 0.0443 nm
warm: path 10 nm, k=0.500, bulk 6.000 uOhm cm
warm: film p=0 11.497, p=0.5 8.425 uOhm cm
warm: rho_p/rho_0 = 0.7328
warm: log bracket at p=0.5 = -0.180
warm: with subbands 8.831 uOhm cm, ratio 0.7202
warm: angle-dependent p 7.451 uOhm cm
warm: grain-boundary excess 7.111 uOhm cm
warm: spin paths 0.5 and 1.5 of mean 8.828 uOhm cm
warm: path +30%, same bulk rho 9.094 uOhm cm
cold: path 1000 nm, k=0.005, bulk 0.060 uOhm cm
cold: film p=0 2.795, p=0.5 1.201 uOhm cm
cold: rho_p/rho_0 = 0.4298
cold: log bracket at p=0.5 = 4.425
cold: two-term film estimate = 1.205 uOhm cm
cold: with subbands 1.795 uOhm cm, ratio 0.3524
cold: angle-dependent p 0.236 uOhm cm
cold: grain-boundary excess 6.861 uOhm cm
cold: spin paths 0.5 and 1.5 of mean 1.240 uOhm cm
cold: path +30%, same bulk rho 1.476 uOhm cm
```
